# Why the flat-band capacitance is not the oxide capacitance: a program that tests the result

```python
# Result under test: the flat-band capacitance per area of a metal / oxide /
# p-type silicon capacitor is C_FB = 1/(t_ox/eps_ox + L_D/eps_si), where
# L_D = sqrt(eps_si*k*T/(q^2*N)) is the Debye length, N the acceptor density,
# t_ox the oxide thickness, eps_ox and eps_si the permittivities.
# For t_ox = 5 nm, N = 1e17 cm^-3, T = 300 K it is about 54 % of eps_ox/t_ox.
# Independent road: nonlinear Poisson solver driven by the gate voltage.
# Voltages are measured from flat band; SI units inside, engineers' units printed.
import numpy as np
from scipy.constants import e as q, k as kB, epsilon_0, hbar, m_e, pi
from scipy.integrate import quad
from scipy.linalg import solve_banded
from scipy.optimize import brentq

EPS_SI, EPS_OX = 11.7 * epsilon_0, 3.9 * epsilon_0
T0, N0, TOX0 = 300.0, 1e23, 5e-9
NI = 1e16                      # rough intrinsic density, m^-3
NV = NC = 3e25                 # rough effective densities of states, m^-3
VT0 = kB * T0 / q
DEPTH = 400e-9                 # silicon depth in the solver


def make_mesh(nodes):
    s = np.linspace(0, 1, nodes)
    return DEPTH * np.expm1(4 * s) / np.expm1(4)


MESH = make_mesh(2001)


def solve_poisson(volt, tox=TOX0, dop=N0, temp=T0, weight=1.0, x=MESH):
    """Return potential, charge density, box widths and gate charge."""
    vt = kB * temp / q
    p_bulk = dop / 2 + np.sqrt(dop**2 / 4 + NI**2)
    n_bulk = NI**2 / p_bulk
    h = np.diff(x)
    box = np.zeros_like(x)
    box[:-1] += h / 2
    box[1:] += h / 2
    link, cox = EPS_SI / h, EPS_OX / tox
    psi = np.zeros_like(x)
    for _ in range(400):
        p = weight * p_bulk * np.exp(-psi / vt)
        n = n_bulk * np.exp(psi / vt)
        flux = link * np.diff(psi)
        res = q * (p - n - dop) * box
        res[:-1] += flux
        res[1:] -= flux
        res[0] += cox * (volt - psi[0])
        res[-1] = 0.0
        diag = -q * (p + n) / vt * box
        diag[:-1] -= link
        diag[1:] -= link
        diag[0] -= cox
        diag[-1] = 1.0
        band = np.zeros((3, x.size))
        band[0, 1:], band[1], band[2, :-1] = link, diag, link
        band[2, -2] = 0.0
        step = solve_banded((1, 1), band, -res)
        psi += np.clip(step, -0.1, 0.1)
        if np.max(np.abs(step)) < 1e-10:
            break
    else:
        raise AssertionError("Poisson solver did not converge")
    p = weight * p_bulk * np.exp(-psi / vt)
    rho = q * (p - n_bulk * np.exp(psi / vt) - dop)
    return psi, rho, box, cox * (volt - psi[0])


def numerical_caps(volt, **case):
    """Total and silicon capacitance from gate charge differences."""
    dv = 1e-3
    a, b = solve_poisson(volt - dv, **case), solve_poisson(volt + dv, **case)
    dq = b[3] - a[3]
    return dq / (2 * dv), dq / (b[0][0] - a[0][0])


def debye(dop=N0, temp=T0):
    return np.sqrt(EPS_SI * kB * temp / (q**2 * dop))


def ratio_from_length(length, tox=TOX0):
    return 1 / (1 + EPS_OX * length / (EPS_SI * tox))


LD, COX = debye(), EPS_OX / TOX0
CSI = EPS_SI / LD
ratio = ratio_from_length(LD)
cfb_num, csi_num = numerical_caps(0.0)
ratio_num = cfb_num / COX
ratio_coarse = numerical_caps(0.0, x=make_mesh(1001))[0] / COX
assert abs(ratio_num / ratio - 1) < 5e-4
assert abs(ratio_num - 0.54) < 0.005
assert abs(ratio_num - ratio_coarse) < 1e-4
print("INPUT: oxide %.1f nm, doping %.1e cm^-3, T %.0f K"
      % (TOX0 * 1e9, N0 * 1e-6, T0))
print("relative permittivities: silicon %.1f, oxide %.1f"
      % (EPS_SI / epsilon_0, EPS_OX / epsilon_0))
print("thermal voltage kT/q: %.3f mV" % (VT0 * 1e3))
print("Debye length: %.2f nm" % (LD * 1e9))
print("equivalent extra oxide: %.2f nm" % (LD * EPS_OX / EPS_SI * 1e9))
print("oxide capacitance: %.4f uF/cm2" % (COX * 100))
print("silicon flat-band capacitance: %.4f uF/cm2" % (CSI * 100))
print("flat-band capacitance, formula: %.4f uF/cm2" % (COX * ratio * 100))
print("flat-band capacitance, solver: %.4f uF/cm2" % (cfb_num * 100))
print("C_FB/C_ox: formula %.4f, solver %.4f" % (ratio, ratio_num))
print("solver ratio shift, 1001 to 2001 nodes: %.1e"
      % (ratio_num - ratio_coarse))

# Charge at flat band is zero, but the added charge has a finite mean depth.
flat = solve_poisson(0.0)
assert abs(flat[3]) < 1e-10
low, high = solve_poisson(-1e-3), solve_poisson(1e-3)
added = (high[1] - low[1]) * high[2]
added = added[:-1]
mean_depth = np.sum(MESH[:-1] * added) / np.sum(added)
assert abs(mean_depth / LD - 1) < 1e-3
print("mean depth of added charge, solver: %.2f nm" % (mean_depth * 1e9))

# Other dopings, oxide thicknesses and temperatures.
print("C_FB/C_ox for other cases (formula, solver):")
case_ratios = []
for tox, dop, temp in [(5e-9, 1e22, 300.), (5e-9, 1e24, 300.),
                       (100e-9, 1e23, 300.), (5e-9, 1e23, 400.)]:
    form = ratio_from_length(debye(dop, temp), tox)
    num = numerical_caps(0.0, tox=tox, dop=dop, temp=temp)[0] * tox / EPS_OX
    assert abs(num / form - 1) < 1e-3
    case_ratios.append(num)
    print("  %.0f nm, %.0e cm^-3, %.0f K: %.4f, %.4f"
          % (tox * 1e9, dop * 1e-6, temp, form, num))
assert case_ratios[0] < ratio_num < case_ratios[1]


# Charge law from the first integral of the Poisson equation.
def charge_law(u):
    return np.sign(u) * CSI * VT0 * np.sqrt(2 * (np.expm1(-u) + u))


def silicon_cap_law(u):
    return CSI * (-np.expm1(-u)) / np.sqrt(2 * (np.expm1(-u) + u)) * np.sign(u)


for volt in (-1.0, -0.2, 0.3):
    psi, _, _, charge = solve_poisson(volt)
    assert abs(charge / charge_law(psi[0] / VT0) - 1) < 2e-3

# Smooth passage through flat band: expansion in the surface bending u.
print("silicon capacitance / flat-band value (solver, expansion):")
for volt in (-0.02, 0.02):
    u = solve_poisson(volt)[0][0] / VT0
    num = numerical_caps(volt)[1] / csi_num
    series = 1 - u / 3 + u**2 / 12
    assert abs(num - series) < 3e-3
    print("  u = %+.3f: %.4f, %.4f" % (u, num, series))

# Depletion formula: sound at large bending, wrong close to flat band.
print("C/C_ox, solver against depletion formula:")
errors = []
for volt in (0.3, 0.002):
    surf = solve_poisson(volt)[0][0]
    width = np.sqrt(2 * EPS_SI * surf / (q * N0))
    num = numerical_caps(volt)[0] / COX
    dep = ratio_from_length(width)
    errors.append(abs(dep / num - 1))
    print("  bending %.2f mV, width %.2f nm: %.4f, %.4f"
          % (surf * 1e3, width * 1e9, num, dep))
assert errors[0] < 0.10 and errors[1] > 0.30

# Accumulation is where the capacitance approaches the oxide value.
u90 = brentq(lambda u: silicon_cap_law(u) - 9 * COX, -12, -0.1)
v90 = VT0 * u90 + charge_law(u90) / COX
assert abs(numerical_caps(v90)[0] / COX - 0.9) < 2e-3
print("C = 0.9 C_ox at gate voltage %.3f V from flat band" % v90)
print("  classical surface holes there: %.1e cm^-3"
      % (N0 * np.exp(-u90) * 1e-6))
acc = solve_poisson(-1.0)
acc_ratio = numerical_caps(-1.0)[0] / COX
assert acc_ratio > 0.9
print("at -1 V: C/C_ox %.4f, oxide field %.2f MV/cm"
      % (acc_ratio, abs(acc[3]) / EPS_OX * 1e-8))
print("  classical surface holes there: %.1e cm^-3"
      % (N0 * np.exp(-acc[0][0] / VT0) * 1e-6))

print("NEGLECTED EFFECTS, one at a time, as C_FB/C_ox:")


# Fermi statistics: screening is set by d(density)/d(reduced Fermi level).
def fermi_density(eta):
    val = quad(lambda s: s * s / (1 + np.exp(s * s - eta)), 0, 12,
               epsabs=1e-13, epsrel=1e-11, limit=200)[0]
    return 4 / np.sqrt(pi) * val


def fermi_length(density, states):
    eta = brentq(lambda y: fermi_density(y) - density / states, -15, 20)
    d = 1e-2
    slope = (fermi_density(eta + d) - fermi_density(eta - d)) / (2 * d)
    return np.sqrt(EPS_SI * VT0 / (q * states * slope))


l_fermi = fermi_length(N0, NV)
assert abs((l_fermi / LD)**2 - 1 - N0 / NV / 2**1.5) < 1e-4
print("  Fermi statistics (N_v %.0e cm^-3): %.4f"
      % (NV * 1e-6, ratio_from_length(l_fermi)))

# Boron level 45 meV above the valence band (rough), degeneracy factor 4.
E_ACC = 0.045


def ionized(p):
    return N0 / (1 + 4 * p / NV * np.exp(E_ACC / VT0))


p_eq = brentq(lambda p: p - ionized(p), 1e20, N0)
frac = p_eq / N0
d = 1e-4
rho_up = p_eq * np.exp(-d) - ionized(p_eq * np.exp(-d))
rho_dn = p_eq * np.exp(d) - ionized(p_eq * np.exp(d))
screen = (rho_dn - rho_up) / (2 * d)
assert abs(screen / (N0 * frac * (2 - frac)) - 1) < 1e-5
print("  boron at %.0f meV, ionized fraction %.3f:" % (E_ACC * 1e3, frac))
print("    occupation follows %.4f, frozen %.4f"
      % (ratio_from_length(debye(screen)), ratio_from_length(debye(p_eq))))

# Quantum exclusion of thermal holes at a hard wall; rough mass 0.28 m_e.
M_HOLE = 0.28 * m_e
k_th = np.sqrt(M_HOLE * kB * T0) / hbar


def wall_factor(x):
    return -np.expm1(-2 * (k_th * x)**2)


for xt in (0.7e-9, 2e-9):
    standing = quad(lambda s: 2 * np.sin(s * k_th * xt)**2
                    * np.exp(-s * s / 2), 0, 12, limit=200)[0]
    assert abs(standing / np.sqrt(pi / 2) - wall_factor(xt)) < 1e-7


def excluded_ratio(weight, x=MESH):
    v_zero = brentq(lambda v: solve_poisson(v, weight=weight, x=x)[3],
                    -0.1, 0.1, xtol=1e-9)
    return numerical_caps(v_zero, weight=weight, x=x)[0] / COX, v_zero


r_quant, v_quant = excluded_ratio(wall_factor(MESH))
coarse = make_mesh(1001)
r_quant_coarse = excluded_ratio(wall_factor(coarse), coarse)[0]
assert r_quant < ratio_num and abs(r_quant - r_quant_coarse) < 1e-3
missing = quad(lambda s: 1 - wall_factor(s * 1e-9), 0, 30, limit=200)[0]
print("  quantum exclusion, mass %.2f m_e, missing layer %.2f nm: %.4f"
      % (M_HOLE / m_e, missing, r_quant))
print("    zero-charge voltage shift %.2f mV, mesh shift %.1e"
      % (v_quant * 1e3, r_quant - r_quant_coarse))

# Image repulsion from the oxide, screened, metal gate ignored.
l_coul = q**2 / (4 * pi * EPS_SI * kB * T0)
contrast = (EPS_SI - EPS_OX) / (EPS_SI + EPS_OX)
x_safe = np.maximum(MESH, 1e-12)
image = np.exp(-contrast * l_coul / (4 * x_safe) * np.exp(-2 * x_safe / LD))
print("  image repulsion (upper estimate): %.4f" % excluded_ratio(image)[0])


# Hole correlations: chemical potential with the Debye-Hueckel cloud energy.
def chem_potential(p):
    return np.log(p) - l_coul / (2 * debye(p))


d = 1e-4
stiff = (chem_potential(N0 * (1 + d)) - chem_potential(N0 * (1 - d))) / (2 * d)
assert abs(stiff - (1 - l_coul / (4 * LD))) < 1e-6
print("  correlations (rough): %.4f" % ratio_from_length(LD * np.sqrt(stiff)))
print("    Coulomb length %.2f nm, holes per Debye cube %.2f"
      % (l_coul * 1e9, N0 * LD**3))

# Polysilicon gate, interface traps, tunnelling and speed of response.
N_GATE = 1e26
l_gate = fermi_length(N_GATE, NC)
print("  n+ poly gate %.0e cm^-3, screening length %.2f nm: %.4f"
      % (N_GATE * 1e-6, l_gate * 1e9, ratio_from_length(LD + l_gate)))
D_IT = 1e15                    # traps per m^2 and eV, rough high value
c_trap = q * D_IT
print("  traps %.0e cm^-2 eV^-1, all following: %.4f"
      % (D_IT * 1e-4, 1 / (1 + COX / (CSI + c_trap))))
BARRIER, M_TUNNEL = 3.1, 0.4   # rough, eV and m_e
expo = 2 * TOX0 * np.sqrt(2 * M_TUNNEL * m_e * BARRIER * q) / hbar
print("  tunnelling factor, barrier %.1f eV, mass %.1f m_e: %.0e"
      % (BARRIER, M_TUNNEL, np.exp(-expo)))
MOBILITY = 0.03                # rough, m^2/(V s)
relax = EPS_SI / (q * N0 * MOBILITY)
print("  dielectric relaxation, mobility %.0f cm2/Vs: %.2f ps"
      % (MOBILITY * 1e4, relax * 1e12))
assert np.exp(-expo) < 1e-15 and 2 * pi * 1e6 * relax < 1e-4
print("finished without a failed check")
```

Printed output:

```
INPUT: oxide 5.0 nm, doping 1.0e+17 cm^-3, T 300 K
relative permittivities: silicon 11.7, oxide 3.9
thermal voltage kT/q: 25.852 mV
Debye length: 12.93 nm
equivalent extra oxide: 4.31 nm
oxide capacitance: 0.6906 uF/cm2
silicon flat-band capacitance: 0.8013 uF/cm2
flat-band capacitance, formula: 0.3709 uF/cm2
flat-band capacitance, solver: 0.3709 uF/cm2
C_FB/C_ox: formula 0.5371, solver 0.5371
solver ratio shift, 1001 to 2001 nodes: -5.3e-07
mean depth of added charge, solver: 12.93 nm
C_FB/C_ox for other cases (formula, solver):
  5 nm, 1e+16 cm^-3, 300 K: 0.2684, 0.2684
  5 nm, 1e+18 cm^-3, 300 K: 0.7858, 0.7858
  100 nm, 1e+17 cm^-3, 300 K: 0.9587, 0.9587
  5 nm, 1e+17 cm^-3, 400 K: 0.5012, 0.5012
silicon capacitance / flat-band value (solver, expansion):
  u = -0.347: 1.1262, 1.1256
  u = +0.370: 0.8875, 0.8882
C/C_ox, solver against depletion formula:
  bending 192.35 mV, width 49.87 nm: 0.2442, 0.2312
  bending 0.93 mV, width 3.47 nm: 0.5341, 0.8123
C = 0.9 C_ox at gate voltage -0.569 V from flat band
  classical surface holes there: 1.2e+19 cm^-3
at -1 V: C/C_ox 0.9431, oxide field 1.69 MV/cm
  classical surface holes there: 4.0e+19 cm^-3
NEGLECTED EFFECTS, one at a time, as C_FB/C_ox:
  Fermi statistics (N_v 3e+19 cm^-3): 0.5369
  boron at 45 meV, ionized fraction 0.934:
    occupation follows 0.5365, frozen 0.5285
  quantum exclusion, mass 0.28 m_e, missing layer 2.03 nm: 0.5134
    zero-charge voltage shift -4.17 mV, mesh shift -1.3e-07
  image repulsion (upper estimate): 0.5229
  correlations (rough): 0.5491
    Coulomb length 4.76 nm, holes per Debye cube 0.22
  n+ poly gate 1e+20 cm^-3, screening length 0.59 nm: 0.5260
  traps 1e+11 cm^-2 eV^-1, all following: 0.5420
  tunnelling factor, barrier 3.1 eV, mass 0.4 m_e: 2e-25
  dielectric relaxation, mobility 300 cm2/Vs: 0.22 ps
finished without a failed check
```
